\section*{Field singularity at a capped interconnect line corner, part 1}

(Sections cited here and not found follow in the second part.)

\section{The corner exponent}

\subsection{A cap that raises the field beside it}

Consider an array of metal lines 20 nm wide and 20 nm apart, with 1.0 V between neighbours. The insulator between the lines has relative permittivity 2.7. At 1 nm from the upper edge of a line, the leading-order field in this insulator is 0.781 MV/cm when the lines are covered by a cap of permittivity 5.0. It is 0.674 MV/cm when the cap has permittivity 2.7. The line shape, the voltage and the insulator between the lines are the same in both cases. The higher-permittivity material lies above the plane of the line tops, yet it raises the field below that plane.

The explanation lies in the behaviour of the potential close to the metal edge. It follows a power of the distance from the edge, and the power depends on the ratio of the two permittivities. This section derives the power. The next finds its coefficient and the fields, and gives the range over which the result can be used.

\subsection{Geometry, conventions and result}

The cross-section of the line near one upper edge is the quadrant $x<0$, $y<0$. The line is long and straight, so nothing depends on the third coordinate. Dielectric $k_1$ fills $x>0$, $y<0$, beside the sidewall. Cap $k_2$ fills $y>0$. The metal top and the top of dielectric $k_1$ are coplanar at $y=0$, and the cap covers both.

Polar coordinates are centred on the metal edge, with $x=r\cos\theta$ and $y=r\sin\theta$. The sidewall is at $\theta=-\pi/2$, the interface between the dielectrics at $\theta=0$, and the metal top at $\theta=\pi$. The dielectrics thus span $3\pi/2$, of which $k_1$ takes $\pi/2$ and $k_2$ takes $\pi$.

The algebra uses atomic units, in which $4\pi\varepsilon_0=1$ and Poisson's equation for the potential $\phi$ reads $\nabla\cdot(k\nabla\phi)=-4\pi\rho$. The metal is a perfect conductor at potential $\phi_m$. The working variable is
\begin{equation}
u=s(\phi_m-\phi),
\end{equation}
where $s=+1$ for a line at higher potential than its neighbours and $s=-1$ for one at lower potential. Then $u=0$ on the metal and $u$ grows into the dielectric. The field magnitude is $|\nabla u|$ for either sign.

The dielectrics are linear and isotropic, the edge is sharp, no free charge lies near it, and the field energy per unit length is finite. Under these conditions, as $r\to0$,
\begin{equation}
u=C\,r^{p}f(\theta)+O(r^{2-p}),\qquad
\tan^2\frac{\pi p}{2}=1+\frac{2k_1}{k_2},\qquad \frac12<p<1 .
\label{result}
\end{equation}
The interval for $p$ is part of the statement, because the tangent equation has infinitely many roots.

\subsection{Separation into angular modes}

Without free charge, $\nabla\cdot(k\nabla u)=0$. Near the edge $k$ depends on $\theta$ but not on $r$. Multiplying the polar form of the equation by $r^2$ gives
\begin{equation}
k\,r\frac{\partial}{\partial r}\left(r\frac{\partial u}{\partial r}\right)
+\frac{\partial}{\partial\theta}\left(k\frac{\partial u}{\partial\theta}\right)=0 .
\label{polar}
\end{equation}
At $\theta=0$ the potential is continuous, and so is the normal component of $k\nabla u$, because the interface carries no free charge. The normal there is the $\theta$ direction, so $k\,\partial u/\partial\theta$ is continuous.

A product $R(r)f(\theta)$ solves (\ref{polar}) if
\begin{equation}
r(rR')'=\mu R,\qquad (kf')'+\mu kf=0,
\label{sl}
\end{equation}
with a common constant $\mu$, with $f(-\pi/2)=f(\pi)=0$, and with $f$ and $kf'$ continuous. To find the sign of $\mu$, multiply the angular equation by $f^*$ and integrate by parts. The wall terms vanish because $f=0$ there, and the interface terms cancel because $f^*kf'$ is continuous:
\begin{equation}
\mu\int k|f|^2d\theta=\int k|f'|^2d\theta .
\end{equation}
Both integrals are real and non-negative. The right side vanishes only for constant $f$, which the wall conditions make zero. Hence $\mu$ is real and positive. Write $\mu=p^2$ with $p>0$. The radial equation then has the solutions $r^{p}$ and $r^{-p}$, and no oscillating or complex powers occur.

Let $f_m$ and $f_n$ be two angular solutions. Multiply the equation of each by the other, subtract, and integrate. The same boundary and interface terms drop out, leaving
\begin{equation}
(p_m^2-p_n^2)\int k f_mf_n\,d\theta=0 .
\label{orth}
\end{equation}
Modes with different exponents are therefore orthogonal with weight $k$. Since (\ref{sl}) is a regular Sturm--Liouville problem with positive, piecewise constant $k$, its modes are also complete on the arc.

Now let $u$ be the full solution, and define its component along mode $n$ by
\begin{equation}
a_n(r)=\frac1{N_n}\int k\,u\,f_n\,d\theta,\qquad N_n=\int kf_n^2\,d\theta .
\label{component}
\end{equation}
Multiply (\ref{polar}) by $f_n$ and integrate over $\theta$. Two integrations by parts move the angular derivatives from $u$ to $f_n$. All boundary terms vanish, because $u$ and $f_n$ are zero at the walls and both functions and both fluxes are continuous at the interface. With (\ref{sl}) the result is
\begin{equation}
r(ra_n')'=p_n^2a_n,\qquad a_n=c_nr^{p_n}+d_nr^{-p_n}.
\label{radial}
\end{equation}

The finite-energy condition removes $d_n$. By orthogonality, the part of the energy due to radial derivatives is a sum of non-negative terms proportional to $\int N_n(a_n')^2r\,dr$. If $d_n\ne0$, the integrand behaves as $r^{-2p_n-1}$ near $r=0$ and the integral diverges. Hence
\begin{equation}
u=\sum_n c_n r^{p_n}f_n(\theta),
\label{expansion}
\end{equation}
and the smallest $p_n$ governs the limit $r\to0$, provided that its coefficient is not zero. The second section shows that it is not zero for a line in an array.

\subsection{Matching at the interface}

In each dielectric the angular equation reduces to $f''+p^2f=0$. The solutions that vanish on the metal are
\begin{equation}
f=\begin{cases}
A\sin[p(\theta+\pi/2)], & -\pi/2\le\theta\le0,\\
B\sin[p(\pi-\theta)], & 0\le\theta\le\pi .
\end{cases}
\end{equation}
Let $a=\pi p/2$, so that $\pi p=2a$. Continuity of $f$ at $\theta=0$ requires
\begin{equation}
A\sin a=B\sin2a .
\label{cont}
\end{equation}
The derivatives at the interface are $pA\cos a$ from below and $-pB\cos2a$ from above. The minus sign arises because the argument $p(\pi-\theta)$ decreases with $\theta$. Continuity of $kf'$, after division by $p$, requires
\begin{equation}
k_1A\cos a=-k_2B\cos2a .
\label{flux}
\end{equation}

Equations (\ref{cont}) and (\ref{flux}) are linear and homogeneous in $A$ and $B$. They have a non-zero solution when their determinant vanishes:
\begin{equation}
k_2\sin a\cos2a+k_1\cos a\sin2a=0 .
\end{equation}
Using the determinant avoids division by a sine or cosine that might be zero, so no root is lost. Insert $\sin2a=2\sin a\cos a$ and then $2\cos^2a=1+\cos2a$:
\begin{align}
0&=\sin a\,\left[k_2\cos2a+2k_1\cos^2a\right]\nonumber\\
 &=\sin a\,\left[(k_1+k_2)\cos2a+k_1\right].
\label{factor}
\end{align}

If the bracket vanishes, then
\begin{equation}
\cos\pi p=-\frac{k_1}{k_1+k_2}.
\label{cosine}
\end{equation}
The half-angle identity turns this into the tangent form:
\begin{equation}
\tan^2\frac{\pi p}{2}=\frac{1-\cos\pi p}{1+\cos\pi p}
=\frac{2k_1+k_2}{k_2}=1+\frac{2k_1}{k_2}.
\end{equation}
Here the common denominator $k_1+k_2$ has cancelled between numerator and denominator.

\subsection{The complete set of exponents}

For positive permittivities the right side of (\ref{cosine}) lies between $-1$ and $0$. One root therefore has $\pi p$ between $\pi/2$ and $\pi$, which gives $1/2<p<1$. From here on, $p$ without an index means this root. The cosine repeats after $2\pi$ and is even, so the other positive roots are $2n-p$ and $2n+p$ with $n=1,2,\ldots$.

The factor $\sin a=0$ in (\ref{factor}) gives the even integers $2n$. The value zero was excluded above, since $\mu>0$. For $p_n=2$, condition (\ref{cont}) reads $0=0$, and (\ref{flux}) gives $k_1A=k_2B$. This mode is therefore allowed, has the same exponent for all permittivities, and vanishes along the interface. In ascending order the exponents are
\begin{equation}
p,\quad 2-p,\quad 2,\quad 2+p,\quad 4-p,\quad 4,\ldots
\end{equation}
The second exponent exceeds 1. Its field tends to zero at the edge, whereas the field of the first mode, proportional to $r^{p-1}$, diverges. The first neglected term in (\ref{result}) is the second mode, which accounts for the stated remainder.

\subsection{Numerical value and an independent solution}

For $k_1=2.7$ and $k_2=5.0$,
\begin{equation}
\tan^2\frac{\pi p}{2}=1+\frac{5.4}{5.0}=2.080,\qquad
p=\frac2\pi\arctan\sqrt{2.080}=0.614 .
\end{equation}
The potential therefore rises as $r^{0.614}$ and the field falls as $r^{-0.386}$.

The differential equation (\ref{sl}) was also solved with 600 linear finite elements in $\theta$, without use of the matching condition (\ref{factor}). The lowest exponent came out as 0.61404, equal to the formula at that precision. The next four were 1.3860, 2.0000, 2.6141 and 3.3861, against $2-p=1.3860$, $2$, $2+p=2.6140$ and $4-p=3.3860$. A test at $k_1/k_2=0.01$, 0.54, 1, 4 and 100 found all five exponents within $3\times10^{-4}$ of the derived values.

\subsection{Limits and meaning}

The exponent depends on the ratio $\kappa=k_1/k_2$ alone. Multiplying both permittivities by the same factor changes the charges but not the shape of the potential. As $\kappa$ grows, $-\kappa/(1+\kappa)$ falls towards $-1$, so $p$ rises steadily.

For $k_1=k_2$, equation (\ref{cosine}) gives $\cos\pi p=-1/2$ and $p=2/3$. This is the result for a square conductor edge in a uniform dielectric, where one half-wave of the sine fits into the angle $3\pi/2$.

For $k_2\gg k_1$, little flux can leave the cap through the interface, because the flux density below it carries the small factor $k_1$. The cap then behaves as a half-plane with $u=0$ on one half of its boundary and zero normal flux on the other. A quarter-wave fits into the angle $\pi$, which gives $p=1/2$. To obtain the first correction, write $\pi p=\pi/2+\delta$. Then $\cos\pi p=-\sin\delta$ and $\delta\simeq\kappa$, so
\begin{equation}
p\simeq\frac12+\frac{\kappa}{\pi}\qquad(\kappa\ll1).
\end{equation}

For $k_1\gg k_2$ the roles are exchanged. The low quadrant has nearly zero flux through its upper boundary, and a quarter-wave fits into the angle $\pi/2$, which gives $p=1$. From (\ref{cosine}), $1+\cos\pi p=1/(1+\kappa)$. Close to $p=1$ the left side is $\pi^2(1-p)^2/2$, so
\begin{equation}
1-p\simeq\frac1\pi\sqrt{\frac2\kappa}\qquad(\kappa\gg1).
\end{equation}
The approach to a non-singular field is slow, since $1-p$ falls only as the inverse square root of the contrast.

A cap with $k_2>k_1$ thus lowers $p$ below $2/3$ and makes the field rise more steeply towards the edge. This is the first part of the answer to the opening question. The second part is the size of the coefficient $C$, which the local analysis leaves open.

\subsection{Evaluation and sensitivity}

The form
\begin{equation}
p=\frac2\pi\arctan\sqrt{1+2\kappa}
\end{equation}
selects the required root without a search. For large $\kappa$ the quantity needed in the field is the small number $1-p$. Since $\arctan z+\arctan(1/z)=\pi/2$ for $z>0$, it can be computed without subtraction as $1-p=(2/\pi)\arctan[(1+2\kappa)^{-1/2}]$.

Permittivities of thin films carry some uncertainty. To see how it enters, set $z=\sqrt{1+2\kappa}$, so that $dz/d\kappa=1/z$ and $1+z^2=2(1+\kappa)$. Then
\begin{equation}
\frac{dp}{d\kappa}=\frac2\pi\,\frac{1}{1+z^2}\,\frac1z
=\frac{1}{\pi(1+\kappa)\sqrt{1+2\kappa}} .
\end{equation}
At $\kappa=0.54$ this equals 0.143. An error of 10\% in the permittivity ratio, or 0.054 in $\kappa$, shifts $p$ by about 0.008. The exponent is therefore less uncertain, in relative terms, than the material data from which it is computed.

\section{Amplitude, fields and use in a line array}

\subsection{Symbols and results carried over}

The metal fills $x<0$, $y<0$. Dielectric $k_1$ lies beside its sidewall, and cap $k_2$ fills $y>0$. The distance from the metal edge is $r$, and $\theta$ is measured from the interface between the dielectrics, with the sidewall at $-\pi/2$ and the metal top at $\pi$. The potential measured from the metal is $u$, taken positive into the dielectric. With $a=\pi p/2$, the first section found
\begin{equation}
u\simeq Cr^pf(\theta),\qquad \cos2a=-\frac{k_1}{k_1+k_2},\qquad \frac12<p<1 .
\end{equation}
The next exponents are $2-p$ and 2. Angular modes are orthogonal with weight $k$, and the component of $u$ along each mode is a pure power of $r$. For $k_1=2.7$ and $k_2=5.0$, $p=0.614$.

\subsection{Normalization and the coefficient}

Set $f(0)=1$, so that $u=Cr^p$ along the interface to leading order. Then
\begin{equation}
f=\begin{cases}
\sin[p(\theta+\pi/2)]/\sin a, & \theta\le0,\\
\sin[p(\pi-\theta)]/\sin2a, & \theta\ge0 .
\end{cases}
\label{mode}
\end{equation}
Both denominators are positive because $\pi/2<2a<\pi$. The norm $N=\int kf^2d\theta$ requires
\begin{align}
\int_{-\pi/2}^{0}\sin^2[p(\theta+\pi/2)]\,d\theta&=\frac\pi4-\frac{\sin2a}{4p},\\
\int_0^\pi\sin^2[p(\pi-\theta)]\,d\theta&=\frac\pi2-\frac{\sin4a}{4p}.
\end{align}
After division by $\sin^2a$ and $\sin^22a$, the two sine terms contribute $-(k_1\cot a+k_2\cot2a)/(2p)$ to $N$. This is zero: the derivatives of (\ref{mode}) at $\theta=0$ are $p\cot a$ from below and $-p\cot2a$ from above, and $kf'$ is continuous. What remains is
\begin{equation}
N=\frac\pi4\left(\frac{k_1}{\sin^2a}+\frac{2k_2}{\sin^22a}\right).
\label{norm1}
\end{equation}
From $\cos2a$ one obtains
\begin{equation}
\sin^2a=\frac{1-\cos2a}{2}=\frac{2k_1+k_2}{2(k_1+k_2)},\qquad
\sin^22a=\frac{k_2(2k_1+k_2)}{(k_1+k_2)^2}.
\label{sines}
\end{equation}
Substitution gives
\begin{equation}
N=\frac\pi4\,\frac{2k_1(k_1+k_2)+2(k_1+k_2)^2}{2k_1+k_2}
=\frac\pi2(k_1+k_2),
\end{equation}
since the numerator equals $2(k_1+k_2)(2k_1+k_2)$. Projection of $u$ on $f$ then yields
\begin{equation}
C=\frac{2}{\pi(k_1+k_2)\,r^p}\int_{-\pi/2}^{\pi}k\,u(r,\theta)f(\theta)\,d\theta .
\label{amplitude}
\end{equation}
Within the model, this holds at finite $r$ as well as in the limit, because the higher modes are orthogonal to $f$. The condition is that the disk of radius $r$ contains this edge and its two dielectrics and nothing else. In practice $C$ can be taken from a numerical potential at a radius of many grid cells, where discretization error is small.

For a line whose neighbours are all on the same side in potential, $C$ is positive. The solution minimizes $\int k|\nabla u|^2$ for its boundary values, which are zero or positive. Replacing any negative $u$ by zero would not raise this integral, and the minimizer is unique, so $u\ge0$. The mode $f$ is positive between the walls. The integral in (\ref{amplitude}) could then vanish only if $u$ were zero on the whole arc. Every $c_n$ in (\ref{expansion}) would then be zero, so $u$ would vanish in the whole disk. By analytic continuation within each dielectric, and continuity of $u$ and its flux at each interface, it would vanish throughout the connected dielectric, which contradicts a non-zero applied voltage.

The permittivity ratio fixes the exponent $p$, and the coefficient $C$ follows from the potential on an arc around the edge and is positive for a line in the array. It remains to find the fields, charge and energy near the edge, apply them to the capped line array, and determine where the result can be used.
